**Hubbard dimer: Jordan-Wigner matrices, symmetry blocks and the two-electron ground energy**

The program builds the 16 by 16 Hamiltonian of two equivalent sites with hopping energy \(t\) and on-site repulsion \(U\), and confirms that the lowest energy for two electrons is \(U/2-\sqrt{U^2/4+4t^2}\). It asserts the anticommutation relations and, for five parameter pairs including negative \(t\), negative \(U\) and \(U=0\), compares the matrix with a separate construction that counts exchanges in ordered lists of occupied modes. For the same pairs it asserts the block structure in electron number \(N\) and spin projection \(S_z\), all 16 energies, the singlet character of the ground state and its double occupancy. Further assertions cover the crossing of the one- and two-electron minima at \(U=3|t|\), the choice of chemical potential \(U/2\), and the large-\(U\) series. For \(t=1.5\) eV and \(U=8\) eV, the output shows a ground energy of \(-1\) eV, a triplet 1 eV higher and a double occupancy of 0.1. Leaving out the Jordan-Wigner strings keeps every energy of this dimer but gives \(\langle S^2\rangle=1.8\,\hbar^2\) instead of 0.

## Program and output

```python
"""Hubbard dimer from Jordan-Wigner matrices.

Result under test: for
  H = -t sum_s (c1s^+ c2s + c2s^+ c1s) + U sum_i n_i,up n_i,dn
the lowest two-electron energy is U/2 - sqrt(U^2/4 + 4 t^2), t nonzero.
t: hopping energy, U: on-site repulsion, N: electron number,
Sz: spin projection in units of hbar, S2: total spin squared (hbar^2).
Mode order: 1up, 1dn, 2up, 2dn; a basis label lists the occupations.
"""
from functools import reduce
import itertools
import numpy as np

ONE = np.eye(2)
Z = np.diag([1.0, -1.0])
A = np.array([[0.0, 1.0], [0.0, 0.0]])


def kron_all(factors):
    return reduce(np.kron, factors)


def annihilators(string):
    """Four annihilation matrices; 'string' fills the modes to the left."""
    return [kron_all([string] * p + [A] + [ONE] * (3 - p)) for p in range(4)]


def hamiltonian(c, t, U):
    n = [x.T @ x for x in c]
    hop = c[0].T @ c[2] + c[1].T @ c[3]
    return -t * (hop + hop.T) + U * (n[0] @ n[1] + n[2] @ n[3])


def clean(x, digits=4):
    """Round for printing and remove negative zeros."""
    return np.round(x, digits) + 0.0


def row(values):
    return " ".join(f"{v:8.4f}" for v in clean(np.asarray(values)))


c = annihilators(Z)
c_bare = annihilators(ONE)
n = [x.T @ x for x in c]
N_op = sum(n)
Sz_op = 0.5 * (n[0] + n[2] - n[1] - n[3])
S_plus = c[0].T @ c[1] + c[2].T @ c[3]
S2_op = S_plus.T @ S_plus + Sz_op @ Sz_op + Sz_op
D_op = n[0] @ n[1] + n[2] @ n[3]

# Canonical anticommutation relations
for p in range(4):
    for q in range(4):
        mixed = c[p] @ c[q].T + c[q].T @ c[p]
        same = c[p] @ c[q] + c[q] @ c[p]
        assert np.allclose(mixed, (p == q) * np.eye(16))
        assert np.allclose(same, 0)
bare_defect = np.abs(c_bare[0] @ c_bare[1].T
                     + c_bare[1].T @ c_bare[0]).max()
assert bare_defect > 0.5

# Products that appear in the hopping term
assert np.allclose(c[0].T @ c[2], kron_all([A.T, Z, A, ONE]))
assert np.allclose(c[1].T @ c[3], kron_all([ONE, A.T, Z, A]))

# Separate construction: exchange counting in ordered lists of modes
labels = list(itertools.product([0, 1], repeat=4))


def hamiltonian_by_lists(t, U):
    H = np.zeros((16, 16))
    for col, occ in enumerate(labels):
        modes = [m for m in range(4) if occ[m]]
        H[col, col] = U * (occ[0] * occ[1] + occ[2] * occ[3])
        for new, old in [(0, 2), (2, 0), (1, 3), (3, 1)]:
            if old in modes and new not in modes:
                moved = [new if m == old else m for m in modes]
                swaps = sum(x > y for x, y in
                            itertools.combinations(moved, 2))
                target = tuple(int(m in moved) for m in range(4))
                H[labels.index(target), col] += -t * (-1) ** swaps
    return H


# Sectors, found from the diagonals of N and Sz
sectors = {}
for i in range(16):
    key = (int(round(N_op[i, i])), float(Sz_op[i, i]))
    sectors.setdefault(key, []).append(i)
sector_keys = sorted(sectors)
assert [len(sectors[k]) for k in sector_keys] == [1, 2, 2, 1, 4, 1, 2, 2, 1]
two = [i for i in range(16) if round(N_op[i, i]) == 2]
block_order = [labels.index(s) for s in
               [(1, 1, 0, 0), (1, 0, 0, 1), (0, 1, 1, 0), (0, 0, 1, 1)]]
# Columns: covalent singlet, ionic singlet, triplet, odd ionic singlet
combos = np.array([[0, 1, -1, 0], [1, 0, 0, 1],
                   [0, 1, 1, 0], [1, 0, 0, -1]]).T / np.sqrt(2)
combo_spin = combos.T @ S2_op[np.ix_(block_order, block_order)] @ combos
assert np.allclose(combo_spin, np.diag([0, 0, 2, 0]))


def two_electron_ground(H):
    """Lowest N=2 energy, its vector in the full space, and the gap."""
    e, v = np.linalg.eigh(H[np.ix_(two, two)])
    full = np.zeros(16)
    full[two] = v[:, 0]
    return e[0], full, e[1] - e[0]


def formula(t, U):
    return U / 2 - np.sqrt(U**2 / 4 + 4 * t**2)


for t, U in [(1.5, 8.0), (0.7, 0.0), (-1.1, 2.3), (0.4, -3.0), (2.0, 0.5)]:
    H = hamiltonian(c, t, U)
    assert np.allclose(H, hamiltonian_by_lists(t, U))
    for op in (N_op, Sz_op, S2_op):
        assert np.allclose(H @ op, op @ H)
    for k1, k2 in itertools.combinations(sector_keys, 2):
        assert np.allclose(H[np.ix_(sectors[k1], sectors[k2])], 0)
    hand_block = np.array([[U, -t, t, 0], [-t, 0, 0, -t],
                           [t, 0, 0, t], [0, -t, t, U]])
    block = H[np.ix_(block_order, block_order)]
    assert np.allclose(block, hand_block)
    reduced = combos.T @ block @ combos
    expected = np.diag([0.0, U, 0.0, U])
    expected[0, 1] = expected[1, 0] = -2 * t
    assert np.allclose(reduced, expected)
    e_low, vec, gap = two_electron_ground(H)
    assert abs(e_low - formula(t, U)) < 1e-11 and gap > 1e-3
    assert abs(vec @ S2_op @ vec) < 1e-11
    amp = combos.T @ vec[block_order]
    assert abs(amp[1] / amp[0] + e_low / (2 * t)) < 1e-9
    # All levels, sector by sector
    e_high = U - formula(t, U)
    levels = {0: [0], 1: [t, t, -t, -t], 2: [0, 0, 0, U, e_low, e_high],
              3: [U + t, U + t, U - t, U - t], 4: [2 * U]}
    for number, values in levels.items():
        idx = [i for i in range(16) if round(N_op[i, i]) == number]
        numeric = np.linalg.eigvalsh(H[np.ix_(idx, idx)])
        assert np.allclose(numeric, np.sort(values))
    # Double occupancy: expectation value, slope of energy, closed form
    h = 1e-4
    slope = (two_electron_ground(hamiltonian(c, t, U + h))[0]
             - two_electron_ground(hamiltonian(c, t, U - h))[0]) / (2 * h)
    docc = vec @ D_op @ vec
    assert abs(docc - slope) < 1e-7
    assert abs(docc - 0.5 * (1 - U / np.sqrt(U**2 + 16 * t**2))) < 1e-10
    # Chemical potential U/2 selects the two-electron state
    e_mu, v_mu = np.linalg.eigh(H - U / 2 * N_op)
    assert e_mu[1] - e_mu[0] > 1e-3
    assert abs(v_mu[:, 0] @ N_op @ v_mu[:, 0] - 2) < 1e-10
    assert abs(e_mu[0] - (e_low - U)) < 1e-10
    # Without strings: same energies, wrong spin
    H_bare = hamiltonian(c_bare, t, U)
    assert np.allclose(np.linalg.eigvalsh(H_bare), np.linalg.eigvalsh(H))
    bare_vec = two_electron_ground(H_bare)[1]
    assert bare_vec @ S2_op @ bare_vec > 0.01
    bare_amp = combos.T @ bare_vec[block_order]
    assert abs(bare_amp[0]) < 1e-9 and abs(bare_amp[3]) < 1e-9

# Crossing of the N=1 and N=2 minima at U = 3|t|
for ratio, two_is_lower in [(2.9, True), (3.1, False)]:
    H = hamiltonian(c, 1.0, ratio)
    one = [i for i in range(16) if round(N_op[i, i]) == 1]
    e_one = np.linalg.eigvalsh(H[np.ix_(one, one)])[0]
    assert (two_electron_ground(H)[0] < e_one) == two_is_lower

# Large-U series: coefficient of t^4/U^3 tends to 16; the next term of
# the series changes it by about 8/U^2 = 0.5 percent at U = 40 t
U_big = 40.0
e_big = two_electron_ground(hamiltonian(c, 1.0, U_big))[0]
coefficient = (e_big + 4 / U_big) * U_big**3
assert abs(coefficient / 16 - 1) < 0.01

# Worked example
t, U = 1.5, 8.0
H = hamiltonian(c, t, U)
e_low, vec, gap = two_electron_ground(H)
vec = vec * np.sign(vec[block_order[1]])
amp = combos.T @ vec[block_order]
block = H[np.ix_(block_order, block_order)]
reduced = (combos.T @ block @ combos)[:2, :2]
print(f"hopping t = {t:.4f} eV")
print(f"repulsion U = {U:.4f} eV")
print(f"size of H: {H.shape[0]} by {H.shape[1]}")
print(f"number of (N, Sz) blocks: {len(sectors)}")
print("block energies in eV:")
for k in sector_keys:
    e = np.linalg.eigvalsh(H[np.ix_(sectors[k], sectors[k])])
    print(f" N={k[0]} Sz={k[1]:+.1f} size {len(e)}: {row(e)}")
print("block N=2, Sz=0 in eV, order 1100 1001 0110 0011:")
for line in block:
    print(" " + row(line))
print("singlet block in eV, order covalent, ionic:")
for line in reduced:
    print(" " + row(line))
print(f"square root term = {np.sqrt(U**2 / 4 + 4 * t**2):.4f} eV")
print(f"ground energy N=2, diagonalization = {e_low:.4f} eV")
print(f"ground energy N=2, formula = {formula(t, U):.4f} eV")
print(f"gap to the triplet = {gap:.4f} eV")
print(f"leading large-U estimate -4t^2/U = {-4 * t**2 / U:.4f} eV")
print("ground vector, order 1100 1001 0110 0011:")
print(" " + row(vec[block_order]))
print(f"covalent weight = {amp[0]**2:.4f}")
print(f"ionic weight = {amp[1]**2:.4f}")
print(f"double occupancy = {vec @ D_op @ vec:.4f}")
print(f"<S2> of ground state = {clean(vec @ S2_op @ vec):.4f} hbar^2")
one = [i for i in range(16) if round(N_op[i, i]) == 1]
e_one = np.linalg.eigvalsh(H[np.ix_(one, one)])[0]
print(f"lowest energy N=1 = {e_one:.4f} eV")
print(f"3t, where N=1 and N=2 minima cross = {3 * t:.4f} eV")
mu = U / 2
print(f"chemical potential mu = U/2 = {mu:.4f} eV")
print(f"lowest E - mu N for N=1 = {e_one - mu:.4f} eV")
print(f"lowest E - mu N for N=2 = {e_low - 2 * mu:.4f} eV")
e_bare, v_bare, _ = two_electron_ground(hamiltonian(c_bare, t, U))
v_bare = v_bare * np.sign(v_bare[block_order[1]])
print(f"without strings: ground energy N=2 = {e_bare:.4f} eV")
print("without strings: vector, same order:")
print(" " + row(v_bare[block_order]))
print(f"without strings: <S2> = {v_bare @ S2_op @ v_bare:.4f} hbar^2")
print(f"large-U test at U/t = {U_big:.0f}: coefficient of t^4/U^3 = "
      f"{coefficient:.3f}")
print("no test failed")
```

Printed output:

```
hopping t = 1.5000 eV
repulsion U = 8.0000 eV
size of H: 16 by 16
number of (N, Sz) blocks: 9
block energies in eV:
 N=0 Sz=+0.0 size 1:   0.0000
 N=1 Sz=-0.5 size 2:  -1.5000   1.5000
 N=1 Sz=+0.5 size 2:  -1.5000   1.5000
 N=2 Sz=-1.0 size 1:   0.0000
 N=2 Sz=+0.0 size 4:  -1.0000   0.0000   8.0000   9.0000
 N=2 Sz=+1.0 size 1:   0.0000
 N=3 Sz=-0.5 size 2:   6.5000   9.5000
 N=3 Sz=+0.5 size 2:   6.5000   9.5000
 N=4 Sz=+0.0 size 1:  16.0000
block N=2, Sz=0 in eV, order 1100 1001 0110 0011:
   8.0000  -1.5000   1.5000   0.0000
  -1.5000   0.0000   0.0000  -1.5000
   1.5000   0.0000   0.0000   1.5000
   0.0000  -1.5000   1.5000   8.0000
singlet block in eV, order covalent, ionic:
   0.0000  -3.0000
  -3.0000   8.0000
square root term = 5.0000 eV
ground energy N=2, diagonalization = -1.0000 eV
ground energy N=2, formula = -1.0000 eV
gap to the triplet = 1.0000 eV
leading large-U estimate -4t^2/U = -1.1250 eV
ground vector, order 1100 1001 0110 0011:
   0.2236   0.6708  -0.6708   0.2236
covalent weight = 0.9000
ionic weight = 0.1000
double occupancy = 0.1000
<S2> of ground state = 0.0000 hbar^2
lowest energy N=1 = -1.5000 eV
3t, where N=1 and N=2 minima cross = 4.5000 eV
chemical potential mu = U/2 = 4.0000 eV
lowest E - mu N for N=1 = -5.5000 eV
lowest E - mu N for N=2 = -9.0000 eV
without strings: ground energy N=2 = -1.0000 eV
without strings: vector, same order:
   0.2236   0.6708   0.6708   0.2236
without strings: <S2> = 1.8000 hbar^2
large-U test at U/t = 40: coefficient of t^4/U^3 = 15.920
no test failed
```
